# Deflection of a Rigid Skyrmion Driven by a Force

## Problem

A thin magnetic film lies in the $xy$ plane. Its magnetization has fixed magnitude $M_s$ and direction $\mathbf m(\mathbf r,t)$, with $|\mathbf m|=1$, uniform through the thickness $d$. The direction obeys the Landau–Lifshitz–Gilbert equation

$$\partial_t\mathbf m=-\gamma\,\mathbf m\times\mathbf B+\alpha\,\mathbf m\times\partial_t\mathbf m ,\qquad \gamma>0, \tag{1}$$

where $\alpha$ is the damping and $\mathbf B$ is the effective field derived from the energy $E$,

$$\mathbf B=-\frac{1}{M_s d}\,\frac{\delta E}{\delta\mathbf m}. \tag{2}$$

The film holds one skyrmion, characterized by two dimensionless integrals:

$$Q=\frac1{4\pi}\int \mathbf m\cdot(\partial_x\mathbf m\times\partial_y\mathbf m)\,d^2r=\pm1,\qquad
D_{ij}=\int\partial_i\mathbf m\cdot\partial_j\mathbf m\,d^2r=D\,\delta_{ij}. \tag{3}$$

Here $D=8\pi$ is each diagonal element of the dissipation tensor, so its trace is $16\pi$. The damping is $\alpha=0.1$. The skyrmion moves without changing shape, $\mathbf m(\mathbf r,t)=\mathbf m_0(\mathbf r-\mathbf R(t))$, under a constant force $\mathbf F=-\partial E/\partial\mathbf R$, such as a field gradient supplies over distances too short for the changing field to alter the skyrmion's size. There is no electric current, pinning or film edge.

(a) At what angle to the force does the skyrmion move, and to which side?

(b) How fast does it move if the spin density per area $S=M_sd/\gamma$ is $0.1\,\hbar/\text{bohr}^2$ and $F=10^{-5}$ hartree/bohr?

(c) Which skyrmions can have $D=8\pi$?

## First estimate by scaling

Let the texture vary over a length $\ell$. If it moves at speed $v$, the magnetization at a fixed point turns at a rate of order $v/\ell$. Two fields are needed to sustain this motion. Precession requires a field of order $v/(\gamma\ell)$, perpendicular to $\partial_t\mathbf m$, because the torque $\mathbf m\times\mathbf B$ is perpendicular to the field. Damping requires a further field, parallel to $\partial_t\mathbf m$ and smaller by the factor $\alpha$.

A field becomes a force when it is multiplied by $M_sd$, by a gradient of order $1/\ell$, and by an area of order $\ell^2$. The length cancels:

$$F_{\rm precession}\sim M_sd\,\frac{v}{\gamma\ell}\,\frac1\ell\,\ell^2=Sv,\qquad F_{\rm damping}\sim\alpha Sv .$$

The damping part acts as friction, so the applied force must supply it along $\mathbf v$. The precession part can do no work, since it is present without damping, when energy is conserved. It is therefore perpendicular to $\mathbf v$. The angle between force and velocity then satisfies

$$\tan|\Theta|\sim\frac{Sv}{\alpha Sv}=\frac1\alpha=10,\qquad |\Theta|\sim84^\circ .$$

This assumes that the two pure numbers omitted from the forces are equal. Scaling cannot supply their ratio, nor can it tell the side to which the skyrmion turns.

## Exact solution of the rigid-body model

**The field required by the motion.** Take the cross product of $\mathbf m$ with equation (1):

$$\mathbf m\times\partial_t\mathbf m=-\gamma\,\mathbf m\times(\mathbf m\times\mathbf B)+\alpha\,\mathbf m\times(\mathbf m\times\partial_t\mathbf m).$$

For any vector $\mathbf a$, $\mathbf m\times(\mathbf m\times\mathbf a)=\mathbf m(\mathbf m\cdot\mathbf a)-\mathbf a$. With $\mathbf a=\mathbf B$ this is $-\mathbf B_\perp$, minus the part of the field perpendicular to $\mathbf m$. With $\mathbf a=\partial_t\mathbf m$ it is $-\partial_t\mathbf m$, because fixed length implies $\mathbf m\cdot\partial_t\mathbf m=0$. Hence

$$\gamma\mathbf B_\perp=\mathbf m\times\partial_t\mathbf m+\alpha\,\partial_t\mathbf m. \tag{4}$$

**The force in terms of the field.** Shifting the centre gives $\partial\mathbf m/\partial R_i=-\partial_i\mathbf m$. The chain rule and equation (2) then yield

$$F_i=-\int\frac{\delta E}{\delta\mathbf m}\cdot\frac{\partial\mathbf m}{\partial R_i}\,d^2r
=\int\frac{\delta E}{\delta\mathbf m}\cdot\partial_i\mathbf m\,d^2r
=-M_sd\int\mathbf B\cdot\partial_i\mathbf m\,d^2r. \tag{5}$$

Since $\partial_i\mathbf m$ is perpendicular to $\mathbf m$, $\mathbf B$ may be replaced by $\mathbf B_\perp$. Exchange, chiral exchange and uniform anisotropy do not change when the whole texture is shifted, so they contribute nothing to $\mathbf F$. They matter through the shape they give the skyrmion, and hence through $D$.

**Projection onto a displacement.** With $\mathbf v=d\mathbf R/dt$, rigid motion means $\partial_t\mathbf m=-v_j\partial_j\mathbf m$, summed over $j$. Take the scalar product of equation (4) with $\partial_i\mathbf m$:

$$\gamma\mathbf B\cdot\partial_i\mathbf m=-v_j\,\partial_i\mathbf m\cdot(\mathbf m\times\partial_j\mathbf m)-\alpha v_j\,\partial_i\mathbf m\cdot\partial_j\mathbf m .$$

Cyclic permutation of the triple product, followed by exchange of two factors, gives

$$\partial_i\mathbf m\cdot(\mathbf m\times\partial_j\mathbf m)=\mathbf m\cdot(\partial_j\mathbf m\times\partial_i\mathbf m)=-\mathbf m\cdot(\partial_i\mathbf m\times\partial_j\mathbf m).$$

The first term on the right is therefore $+v_j\,\mathbf m\cdot(\partial_i\mathbf m\times\partial_j\mathbf m)$. Its integral is $4\pi Q\,v_y$ for $i=x$ and $-4\pi Q\,v_x$ for $i=y$. Multiplying the integrated equation by $-S=-M_sd/\gamma$ turns the left side into the force (5), so that

$$\frac{F_x}{S}=\alpha D\,v_x-4\pi Q\,v_y,\qquad
\frac{F_y}{S}=4\pi Q\,v_x+\alpha D\,v_y. \tag{6}$$

This is the Thiele equation. In vector form it reads $\mathbf F/S=4\pi Q\,\hat{\mathbf z}\times\mathbf v+\alpha D\mathbf v$.

**(a) The angle.** Choose $x$ along the force, so $F_x=F>0$ and $F_y=0$. The second of equations (6) gives

$$\frac{v_y}{v_x}=-\frac{4\pi Q}{\alpha D}. \tag{7}$$

Inserting this in the first equation,

$$\frac FS=\alpha D\,v_x+\frac{(4\pi Q)^2}{\alpha D}\,v_x
\quad\Longrightarrow\quad
v_x=\frac FS\,\frac{\alpha D}{(4\pi Q)^2+(\alpha D)^2}. \tag{8}$$

Thus $v_x>0$, and the signed angle from force to velocity is $\Theta=-\arctan[4\pi Q/(\alpha D)]$ without any ambiguity of branch. For the given skyrmion $\alpha D=0.8\pi=2.513$ and $4\pi=12.566$, so

$$|\Theta|=\arctan\frac{12.566}{2.513}=\arctan5=78.69^\circ .$$

The turn is counterclockwise, seen from $+z$, for $Q=-1$ and clockwise for $Q=+1$. Reversing $\mathbf m$ everywhere changes the sign of $Q$, which is cubic in $\mathbf m$, but leaves $D$, which is quadratic, unchanged. Under the same force, the two polarities are deflected to opposite sides by equal angles.

A field gradient shows what this means in practice. Let the surroundings point up, the core point down, and the field be $B_z=gx$ with $g>0$. Relative to the uniform film, the skyrmion costs the energy $M_sd\,g\int x(1-m_z)\,d^2r$. This grows with the centre coordinate $X$ at the rate $M_sd\,g\int(1-m_z)\,d^2r$, so the force points along $-x$, towards lower field. For $Q=-1$ a counterclockwise turn of $78.69^\circ$ from $-x$ leaves the skyrmion moving mainly along $-y$, nearly along a line of constant field. In the same gradient the reversed texture feels a force along $+x$ and, having $Q=+1$, turns clockwise, so it too moves mainly along $-y$. Only a core-down texture with $Q=+1$, an antiskyrmion, drifts towards $+y$.

**(b) The speed.** Equations (7) and (8) give

$$|\mathbf v|=\frac{F}{S\sqrt{(4\pi Q)^2+(\alpha D)^2}}. \tag{9}$$

In atomic units $F/S=10^{-4}$, and the sum of squares is $157.91+6.32=164.23$. Therefore

$$v_x=\frac{10^{-4}\times2.513}{164.23}=1.530\times10^{-6},\qquad
|v_y|=\frac{10^{-4}\times12.566}{164.23}=7.652\times10^{-6}.$$

The speed is $7.803\times10^{-6}$ atomic units, or 17.07 m/s. In SI units $F=8.2\times10^{-13}$ N and $M_sd=\gamma S=6.6\times10^{-4}$ A. For the texture of part (c), $\int(1-m_z)\,d^2r\approx91w^2$, so a field gradient would have to be about $5\times10^{5}$ T/m for a wall width $w=5$ nm, or 20 mT across the skyrmion's diameter. This is a very steep gradient; a weaker one gives the same angle and a proportionally lower speed. The gyroscopic term is perpendicular to $\mathbf v$ and does no work, so all the power supplied is dissipated: $\mathbf F\cdot\mathbf v=S\alpha D|\mathbf v|^2=1.530\times10^{-11}$ atomic units.

**(c) The possible values of $D$.** Since $\partial_y\mathbf m$ is perpendicular to $\mathbf m$, $|\mathbf m\times\partial_y\mathbf m|=|\partial_y\mathbf m|$. Expanding a square and using the triple-product identity above gives, for either sign,

$$0\le\int|\partial_x\mathbf m\pm\mathbf m\times\partial_y\mathbf m|^2d^2r
=D_{xx}+D_{yy}\mp8\pi Q .$$

With $D_{xx}=D_{yy}=D$ this means $D\ge4\pi|Q|$. The value $8\pi$ is allowed and is twice the lower bound for unit charge.

To find a texture that has it, take

$$\mathbf m=(\sin\theta\cos\varphi,\ \sin\theta\sin\varphi,\ \cos\theta),\qquad
\theta(r)=2\arctan\frac{\sinh(R_0/w)}{\sinh(r/w)},$$

where $\varphi$ is the polar angle in the plane, $R_0$ the radius at which $m_z=0$, and $w$ the wall width. This is a trial shape, not the minimum of a stated energy. It falls from $\theta=\pi$ at the centre to zero far away. Because $\mathbf m\cdot(\partial_r\mathbf m\times\partial_\varphi\mathbf m)=\theta'\sin\theta$,

$$Q=\frac1{4\pi}\,2\pi\int_0^\infty\theta'\sin\theta\,dr=\frac12\big[-\cos\theta\big]_{r=0}^{r=\infty}=\frac{-1-1}{2}=-1 .$$

A rotation of the film can be undone by rotating $\mathbf m$, which leaves $D_{ij}$ unchanged. The tensor is thus isotropic, and $D$ is half its trace:

$$D=\pi\int_0^\infty\left(\theta'^2+\frac{\sin^2\theta}{r^2}\right)r\,dr. \tag{10}$$

Numerical solution of $D=8\pi$ gives $R_0/w=3.695$: a reversed core bounded by a wall that is still broad, since $m_z$ rises from $-0.8$ to $0.8$ over a distance of $0.59R_0$. This ratio belongs to the trial shape, and other profiles reach $D=8\pi$ at other ratios. The profile that minimizes exchange, chiral exchange and easy-axis anisotropy does so at $R_0/w\approx3.5$, with $w$ the width of a straight wall.

Two limits explain this value. For $R_0\ll w$, the region that contributes to leading order has $r\ll w$, where $\theta=2\arctan(R_0/r)$. There both $|\theta'|$ and $\sin\theta/r$ equal $2R_0/(r^2+R_0^2)$, and

$$D\to8\pi R_0^2\int_0^\infty\frac{r\,dr}{(r^2+R_0^2)^2}=8\pi R_0^2\,\frac1{2R_0^2}=4\pi ,$$

which is the lower bound. For $R_0\gg w$, the profile near the wall becomes $\theta=2\arctan e^{(R_0-r)/w}$. It satisfies $\theta'=-\sin\theta/w$ and $\int\sin^2\theta\,dr=2w$. Setting $r=R_0$ in the slowly varying factors of equation (10),

$$D\simeq\pi\left(\frac{R_0}{w^2}\,2w+\frac{2w}{R_0}\right)=2\pi\left(\frac{R_0}{w}+\frac{w}{R_0}\right). \tag{11}$$

At $R_0/w=3.695$ this gives $7.93\pi$, within 1% of $8\pi$. Most of the dissipation comes from the first term, the turning of the spins across the wall, which grows with the circumference.

## Comparison of the two

The scaling argument gave $\tan|\Theta|\sim1/\alpha$. The solution can be written, for unit charge, as

$$\tan|\Theta|=\frac1\alpha\,\frac{4\pi}{D}.$$

The missing pure number is $4\pi/D$, here one half. The estimate is thus correct for a skyrmion at the lower bound $D=4\pi$, where the angle is $84.29^\circ$. Since $D$ cannot be smaller, the estimate is also an upper limit on the deflection at this damping, provided the tensor is isotropic. The bound fixes only $D_{xx}+D_{yy}$: a skyrmion elongated across the force can have $D_{yy}<4\pi$ and is then deflected further. The skyrmion considered here lies below it: equation (11) gives $\tan|\Theta|\simeq5.04$, close to the value 5 found from the full integral.

The angles differ by only $5.6^\circ$, but this understates the difference. What matters for progress along the force is the remaining angle to the perpendicular, $11.3^\circ$ instead of $5.7^\circ$. For the same force, the velocity component along it is 1.94 times that of a skyrmion with $D=4\pi$, while the total speed is lower by 1.5%. As long as $\alpha D\ll4\pi$, the charge largely sets the speed, and the dissipation sets how far the path leans towards the force. For large skyrmions or strong damping this condition fails, and the dissipation lowers the speed as well.

Equations (6) were tested for both polarities of the texture with $D=8\pi$. For a prescribed velocity, the field demanded by equation (1) was constructed and frozen, and the force was found from the change of energy when the texture was displaced in it. The resulting force–velocity matrix has elements of size 2.5133 and 12.5664, and its inverse gives angles of $\pm78.69^\circ$.

The rigid shape is an assumption, so a second test let the skyrmion deform. Unit spins on a square lattice were given nearest-neighbour exchange $J$, chiral exchange $0.18J$ and an easy axis of strength $J/18$ along $z$, and were driven by a weak field gradient. This skyrmion has $D=5.54\pi$ at $\alpha=0.1$, so its angle should not be $78.69^\circ$. The formula gives $82.11^\circ$ and the simulated drift $82.12^\circ$. At $\alpha=0.3$, with $D=5.56\pi$, the values are $67.38^\circ$ and $67.22^\circ$. The test allows $0.7^\circ$ in angle and 3% in speed, so the last digits of the angles carry no weight, and the speeds agree within that margin. Both runs use a single gradient, $4\times10^{-4}J$ per site. These runs support the rigid-body law for weak driving; they do not cover forces strong enough to distort the skyrmion appreciably. The values are listed in the numerical output.

The result also changes when another force enters. Suppose a straight edge along $x$ prevents motion along $y$ and leaves the texture unchanged. Then $v_y=0$, and equations (6) give

$$v_x=\frac{F}{S\alpha D},\qquad F_y=4\pi QS\,v_x=\frac{4\pi Q}{\alpha D}\,F=5QF .$$

The skyrmion now moves along the applied force, at $\sqrt{26}\approx5.1$ times its free speed, or about 87 m/s in the example. The edge must push back with five times the applied force; if it cannot, the skyrmion is not held. The angle to the total force is still $78.69^\circ$, since equations (6) are unchanged. Pinning likewise adds a force that must be included in $\mathbf F$. An electric current adds torques to equation (1) itself, and the deflection must then be derived from the extended equation.

## Values computed for the example and the checks

```
damping alpha = 0.10 (dimensionless)
dissipation element D = 25.1327 (dimensionless)
gyroscopic size 4 pi |Q| = 12.5664 (dimensionless)
alpha D = 2.5133 (dimensionless)
tangent of Hall angle = 5.0000
Hall angle, formula, Q=-1 = 78.6901 deg
angle if the trace were 8 pi = 84.2894 deg
radius/wall width giving D = 8 pi: 3.69530
radius/width 0.02: D/(4 pi) = 1.00006
radius/width 0.50: D/(4 pi) = 1.02867
radius/width 1.00: D/(4 pi) = 1.09750
radius/width 2.00: D/(4 pi) = 1.33859
radius/width 5.00: D/(4 pi) = 2.60488
texture Q = -1.000000, D/pi = 8.00000
  force matrix row x: 2.5133 12.5664
  force matrix row y: -12.5664 2.5133
  angle from displaced-texture energy = 78.6901 deg
texture Q = +1.000000, D/pi = 8.00000
  force matrix row x: 2.5133 -12.5664
  force matrix row y: 12.5664 2.5133
  angle from displaced-texture energy = -78.6901 deg
lattice: anisotropy 0.05556 J, chiral exchange 0.18 J
lattice: field gradient 4.0e-04 J/site, 56 x 56 sites
lattice run alpha = 0.1: D/pi = 5.5414
  angle: measured 82.12 deg, formula 82.11 deg
  speed: measured 0.00744, formula 0.00743 sites J/hbar
lattice run alpha = 0.3: D/pi = 5.5554
  angle: measured 67.22 deg, formula 67.38 deg
  speed: measured 0.00700, formula 0.00700 sites J/hbar
spin density S = 0.10 hbar/bohr^2
force F = 1.0e-05 hartree/bohr
velocity along force = 1.5303e-06 a.u.
velocity across force = 7.6517e-06 a.u.
speed = 7.8032e-06 a.u. = 17.071 m/s
dissipated power F.v = 1.5303e-11 a.u.
```
